**Critical thickness of the first layer in the Gösele–Tu model**

The program tests \(x_{\rm crit}=K_\beta[a_\gamma/(a_\beta s_\gamma)-1/s_\beta]\), the thickness that \(\beta\) must exceed before a vanishingly thin \(\gamma\) layer can grow. Here \(a_i\) is the number of A atoms per B atom, \(K_i\) the diffusion coefficient times the equilibrium concentration drop, and \(s_i\) the largest flux that the interfaces of layer \(i\) allow. It asserts that the growth equations agree with atom balances solved as a linear system with both elements mobile, and that the flux law agrees with a discretized diffusion problem. A root search that does not use the closed formula reproduces the threshold, and further assertions show that the threshold disappears when the \(\gamma\) barrier is removed or made weak enough. Integrated trajectories test the growth times, the loss of a thin seed, the persistence of joint growth from three starting points and the late thickness ratio. For the Ni/Si example, with chosen interface constants, the output gives a critical Ni\(_2\)Si thickness of 290 nm, which needs a 193 nm Ni film. It also gives sizes for transient diffusion, nucleation, stress, temperature and a change in the interface constants.

## Verification by program

```python
"""
Critical thickness in the Gosele-Tu model of two compound layers in series.

Couple: alpha (pure A) / beta / gamma / delta (pure B).
Result under test: a vanishingly thin gamma layer grows only if beta exceeds
    x_crit = K_b * (a_g/(a_b*s_g) - 1/s_b)
a_b, a_g : A atoms per B atom in beta and gamma (a_b > a_g)
v_b, v_g : volume per B atom, nm^3
D, dC    : interdiffusion coefficient (nm^2/s), concentration drop (nm^-3)
kL, kR   : reaction constants of the left and right interface, nm/s
K = D*dC : diffusive conductance times thickness, 1/(nm s)
s        : largest flux the two interfaces of a layer allow, 1/(nm^2 s)
Fluxes are those of A relative to B, positive from alpha to delta.
Example: Ni / Ni2Si / NiSi / Si with rough or chosen parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

# ---------------------------------------------------------------- inputs
T = 573.0
a_b, a_g = 2.0, 1.0
v_b, v_g, v_Ni = 0.033, 0.024, 0.011
beta = dict(D=2000.0, dC=0.6, kL=400.0, kR=400.0)
gamma = dict(D=1000.0, dC=0.4, kL=10.0, kR=10.0)
H_b, H_g = -1.5, -0.9          # rough formation energies, eV per Si atom
sigma_SI = 0.2                 # rough net interface energy, J/m^2
stress_GPa = 1.0               # rough film stress
dE = 0.2                       # assumed activation energy excess, eV
film_Ni = 30.0                 # thin Ni film, nm


def K_of(layer):
    return layer["D"] * layer["dC"]


def s_of(layer):
    return layer["dC"] / (1 / layer["kL"] + 1 / layer["kR"])


def critical_thickness(b, g):
    return K_of(b) * (a_g / (a_b * s_of(g)) - 1 / s_of(b))


K_b, K_g, s_b, s_g = K_of(beta), K_of(gamma), s_of(beta), s_of(gamma)
ratio_max = a_b / a_g
x_crit = critical_thickness(beta, gamma)


# ------------------------------------------- independent road: definitions
def flux_numeric(x, layer, n=30):
    """Steady flux from a discretized layer with reacting interfaces."""
    g = layer["D"] * n / x
    M = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    for i in range(n):
        M[i, i] += g
        M[i + 1, i + 1] += g
        M[i, i + 1] -= g
        M[i + 1, i] -= g
    M[0, 0] += layer["kL"]
    M[n, n] += layer["kR"]
    rhs[0] = layer["kL"] * layer["dC"]
    c = np.linalg.solve(M, rhs)
    return layer["kL"] * (layer["dC"] - c[0])


def atom_balance(jA_b, jB_b, jA_g, jB_g):
    """Growth in B atoms per area from conservation at three interfaces.
    Unknowns: beta made at alpha/beta, alpha used, beta and gamma made at
    beta/gamma, gamma made at gamma/delta, delta used."""
    M = np.array([[a_b, -1, 0, 0, 0, 0],
                  [1, 0, 0, 0, 0, 0],
                  [0, 0, a_b, a_g, 0, 0],
                  [0, 0, 1, 1, 0, 0],
                  [0, 0, 0, 0, a_g, 0],
                  [0, 0, 0, 0, 1, -1]], dtype=float)
    rhs = np.array([-jA_b, -jB_b, jA_b - jA_g, jB_b - jB_g, jA_g, jB_g])
    u = np.linalg.solve(M, rhs)
    return u[0] + u[2], u[3] + u[4]


def gamma_growth_numeric(xb, xg, b, g, share=0.0):
    """share sets how much of the relative flux is carried by B atoms."""
    Jb, Jg = flux_numeric(xb, b), flux_numeric(xg, g)
    jB_b, jB_g = -share * Jb / a_b, -share * Jg / a_g
    return atom_balance(Jb + a_b * jB_b, jB_b, Jg + a_g * jB_g, jB_g)[1]


# ------------------------------------------------------- derived formulas
def flux(x, K, s):
    return 1 / (1 / s + x / K)


def balance_formula(Jb, Jg):
    nb = (Jb - Jg) / (a_b - a_g)
    return nb, Jg / a_g - nb


def rates(t, x, alpha_present=True):
    Jb = flux(x[0], K_b, s_b) if alpha_present else 0.0
    nb, ng = balance_formula(Jb, flux(x[1], K_g, s_g))
    return [v_b * nb, v_g * ng]


# Atom balances with both elements mobile
rng = np.random.default_rng(4)
for _ in range(50):
    jA_b, jA_g = rng.uniform(0, 5, 2)
    jB_b, jB_g = -rng.uniform(0, 5, 2)
    direct = atom_balance(jA_b, jB_b, jA_g, jB_g)
    derived = balance_formula(jA_b - a_b * jB_b, jA_g - a_g * jB_g)
    assert np.allclose(direct, derived, rtol=1e-10, atol=1e-10)

# Flux law for unequal interface constants too
uneven = dict(D=700.0, dC=0.3, kL=15.0, kR=90.0)
for layer in (beta, gamma, uneven):
    for x in (0.5, 20.0, 900.0):
        f = flux(x, K_of(layer), s_of(layer))
        assert abs(flux_numeric(x, layer) / f - 1) < 1e-7

# Threshold by root search, for two splits of the flux between A and B
thin = 1e-3
roots = [brentq(gamma_growth_numeric, 1, 3000, args=(thin, beta, gamma, sh))
         for sh in (0.0, 0.3)]
for r in roots:
    assert abs(r / x_crit - 1) < 1e-4   # seed thickness 0.001 nm is finite
slope = a_g * K_b / (a_b * K_g)
root_50 = brentq(gamma_growth_numeric, 1, 3000, args=(50.0, beta, gamma))
assert abs(root_50 / (x_crit + slope * 50.0) - 1) < 1e-6

# The barrier is the cause: remove it, or make it weak, and no threshold
no_barrier = dict(gamma, kL=1e7, kR=1e7)
weak = dict(gamma, kL=400.0, kR=400.0)
medium = dict(gamma, kL=200.0, kR=200.0)
assert gamma_growth_numeric(0.01, 1e-3, beta, no_barrier) > 0
assert s_b < ratio_max * s_of(weak)
assert gamma_growth_numeric(0.01, 1e-3, beta, weak) > 0
assert s_b > ratio_max * s_of(medium)
assert gamma_growth_numeric(0.01, 1e-3, beta, medium) < 0

# Beta alone up to the threshold: integrated and closed form
def reach(t, x):
    return x[0] - x_crit


reach.terminal = True
alone = solve_ivp(lambda t, x: [v_b * flux(x[0], K_b, s_b) / a_b],
                  (0, 1e6), [0.0], events=reach, rtol=1e-9, atol=1e-9)
t_crit = alone.t_events[0][0]
t_formula = a_b / v_b * (x_crit**2 / (2 * K_b) + x_crit / s_b)
assert abs(t_crit / t_formula - 1) < 1e-6

# A gamma seed below the threshold vanishes
def gamma_gone(t, x):
    return x[1]


gamma_gone.terminal = True
gamma_gone.direction = -1
xb_film = film_Ni / v_Ni * v_b / a_b
seed = 2.0
dying = solve_ivp(rates, (0, 1e4), [xb_film, seed], events=gamma_gone,
                  rtol=1e-9, atol=1e-10)
assert len(dying.t_events[0]) == 1
t_dead, xb_dead = dying.t_events[0][0], dying.y_events[0][0][0]
assert xb_dead < x_crit

# Joint growth persists once begun
for start in ([300.0, 0.0], [400.0, 50.0], [880.0, 100.0]):
    path = solve_ivp(rates, (0, 1e9), start, method="LSODA",
                     rtol=1e-9, atol=1e-9)
    assert path.success
    assert all(min(rates(0, p)) > 0 for p in path.y.T)

# Thick couple: history after the threshold and late thickness ratio
hours = np.array([4.0, 24.0])
t_out = np.append(hours * 3600, 1e11)
thick = solve_ivp(rates, (t_crit, 1e11), [x_crit, 0.0], method="LSODA",
                  t_eval=t_out, rtol=1e-9, atol=1e-9)
assert thick.success
k = K_b / K_g
q = v_g * k - v_b
late = (-q + np.sqrt(q * q + 4 * v_b * k * v_g * ratio_max)) / (2 * v_b * k)
late_ode = thick.y[1, -1] / thick.y[0, -1]
assert abs(late_ode / late - 1) < 2e-3  # barriers still matter slightly

# Thin film: alpha is used up, then gamma consumes beta
def beta_gone(t, x):
    return x[0]


beta_gone.terminal = True
beta_gone.direction = -1
convert = solve_ivp(lambda t, x: rates(t, x, False), (0, 1e6),
                    [xb_film, 0.0], events=beta_gone, rtol=1e-9, atol=1e-9)
t_conv, xg_final = convert.t_events[0][0], convert.y_events[0][0][1]
assert abs(xg_final / (film_Ni / v_Ni * v_g / a_g) - 1) < 1e-6
t_conv_formula = (a_g * (a_b - a_g) / (v_g * a_b)
                  * (xg_final**2 / (2 * K_g) + xg_final / s_g))
assert abs(t_conv / t_conv_formula - 1) < 1e-6
t_film = a_b / v_b * (xb_film**2 / (2 * K_b) + xb_film / s_b)
Ni_needed = a_b * x_crit / v_b * v_Ni
assert film_Ni < Ni_needed

# ------------------------------------------------ sizes of neglected effects
kT = const.k * T / const.e
# Transient diffusion: exact moving-front growth constant against steady one
stefan = beta["dC"] / (a_b / v_b)
lam = brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z) - stefan,
             1e-6, 2)
transient = 1 - 4 * lam**2 / (2 * stefan)
# Nucleation of gamma from beta and delta
drive = -(H_g - a_g / a_b * H_b)
g_vol = drive / v_g
sigma = sigma_SI * 1e-18 / const.e
top = minimize_scalar(lambda r: 4 / 3 * np.pi * r**3 * g_vol
                      - 4 * np.pi * r**2 * sigma,
                      bounds=(1e-3, 3 * sigma / g_vol), method="bounded",
                      options={"xatol": 1e-10})
r_star, barrier = top.x, -top.fun
assert abs(r_star / (2 * sigma / g_vol) - 1) < 1e-5
assert abs(barrier / (16 * np.pi * sigma**3 / (3 * g_vol**2)) - 1) < 1e-6
seed_shift = slope * 2 * r_star
# Drop of the chemical potential of A across beta, with and without gamma
mu_with = -(H_b - H_g) / (a_b - a_g)
mu_without = -H_b / a_b
stress_energy = stress_GPa * 1e9 * v_Ni * 1e-27 / const.e
T_hot = T + 25
heat = np.exp(dE / (const.k / const.e) * (1 / T_hot - 1 / T))
fast = dict(gamma, kL=2 * gamma["kL"], kR=2 * gamma["kR"])

# ---------------------------------------------------------------- output
print(f"temperature: {T:.0f} K; kT: {kT:.4f} eV")
print(f"Ni per Si in Ni2Si, NiSi: {a_b:.0f}, {a_g:.0f}")
print(f"volume per Si, Ni2Si and NiSi: {v_b:.3f}, {v_g:.3f} nm^3")
print(f"volume per Ni atom in Ni: {v_Ni:.3f} nm^3")
for name, L in (("Ni2Si", beta), ("NiSi", gamma)):
    print(f"{name} D: {L['D']:.0f} nm^2/s; dC: {L['dC']:.1f} nm^-3")
    print(f"{name} interface constants: {L['kL']:.0f}, {L['kR']:.0f} nm/s")
    print(f"{name} K: {K_of(L):.0f} 1/(nm s); s: {s_of(L):.1f} 1/(nm^2 s)")
    print(f"{name} barrier as thickness K/s: {K_of(L)/s_of(L):.0f} nm")
print(f"Ni2Si parabolic constant x^2/t: {2*v_b*K_b/a_b:.1f} nm^2/s")
print(f"largest flux ratio for NiSi growth: {ratio_max:.1f}")
print(f"flux ratio with both layers thin: {s_b/s_g:.1f}")
print(f"critical Ni2Si thickness, formula: {x_crit:.1f} nm")
print(f"critical Ni2Si thickness: {10*x_crit:.0f} angstrom")
print(f"critical Ni2Si thickness, root search: {roots[0]:.1f} nm")
print(f"Ni2Si flux at threshold: {flux(x_crit, K_b, s_b):.2f} 1/(nm^2 s)")
print(f"threshold rise per nm of NiSi: {slope:.2f} nm")
print(f"threshold for 50 nm NiSi, root search: {root_50:.1f} nm")
print(f"Ni film needed to reach threshold: {Ni_needed:.0f} nm")
print(f"time to reach threshold: {t_crit:.0f} s = {t_crit/60:.1f} min")
print(f"NiSi seed below threshold: {seed:.1f} nm on {xb_film:.1f} nm Ni2Si")
print(f"seed lifetime: {t_dead:.2f} s; Ni2Si then: {xb_dead:.1f} nm")
for i, h in enumerate(hours):
    print(f"thick couple at {h:.0f} h: Ni2Si {thick.y[0, i]:.0f} nm, "
          f"NiSi {thick.y[1, i]:.0f} nm")
print(f"late NiSi/Ni2Si ratio, formula: {late:.4f}")
print(f"late NiSi/Ni2Si ratio, integrated: {late_ode:.4f}")
print(f"thin Ni film: {film_Ni:.0f} nm; Ni2Si made: {xb_film:.1f} nm")
print(f"time to use up thin Ni film: {t_film:.0f} s")
print(f"then NiSi made: {xg_final:.1f} nm in {t_conv:.0f} s")
print(f"transient cut of growth constant: {100*transient:.2f} percent")
print(f"homogeneity range / Ni content, Ni2Si: {100*stefan:.2f} percent")
print(f"formation energies per Si, rough: {H_b:.1f}, {H_g:.1f} eV")
print(f"energy gain per NiSi from Ni2Si + Si: {drive:.2f} eV")
print(f"interface energy, rough: {sigma_SI:.1f} J/m^2")
print(f"critical nucleus radius: {r_star:.2f} nm")
print(f"nucleation barrier: {barrier:.2f} eV = {barrier/kT:.0f} kT")
print(f"threshold rise for nucleus diameter: {seed_shift:.2f} nm")
print(f"Ni potential drop in Ni2Si, NiSi present: {mu_with:.2f} eV")
print(f"Ni potential drop in Ni2Si, touching Si: {mu_without:.2f} eV")
print(f"ratio of these drops: {mu_without/mu_with:.2f}")
print(f"time to threshold if flux scales so: "
      f"{t_crit*mu_with/mu_without/60:.1f} min")
print(f"stress {stress_GPa:.0f} GPa times Ni volume: {stress_energy:.3f} eV")
print(f"stress energy / potential drop: "
      f"{100*stress_energy/mu_with:.0f} percent")
print(f"assumed excess activation energy of interfaces: {dE:.1f} eV")
print(f"critical thickness at {T_hot:.0f} K: {x_crit*heat:.0f} nm")
print(f"critical thickness, NiSi interfaces twice as fast: "
      f"{critical_thickness(beta, fast):.0f} nm")
print("finished without a failed check")
```

It prints:

```
temperature: 573 K; kT: 0.0494 eV
Ni per Si in Ni2Si, NiSi: 2, 1
volume per Si, Ni2Si and NiSi: 0.033, 0.024 nm^3
volume per Ni atom in Ni: 0.011 nm^3
Ni2Si D: 2000 nm^2/s; dC: 0.6 nm^-3
Ni2Si interface constants: 400, 400 nm/s
Ni2Si K: 1200 1/(nm s); s: 120.0 1/(nm^2 s)
Ni2Si barrier as thickness K/s: 10 nm
NiSi D: 1000 nm^2/s; dC: 0.4 nm^-3
NiSi interface constants: 10, 10 nm/s
NiSi K: 400 1/(nm s); s: 2.0 1/(nm^2 s)
NiSi barrier as thickness K/s: 200 nm
Ni2Si parabolic constant x^2/t: 39.6 nm^2/s
largest flux ratio for NiSi growth: 2.0
flux ratio with both layers thin: 60.0
critical Ni2Si thickness, formula: 290.0 nm
critical Ni2Si thickness: 2900 angstrom
critical Ni2Si thickness, root search: 290.0 nm
Ni2Si flux at threshold: 4.00 1/(nm^2 s)
threshold rise per nm of NiSi: 1.50 nm
threshold for 50 nm NiSi, root search: 365.0 nm
Ni film needed to reach threshold: 193 nm
time to reach threshold: 2270 s = 37.8 min
NiSi seed below threshold: 2.0 nm on 45.0 nm Ni2Si
seed lifetime: 4.83 s; Ni2Si then: 48.1 nm
thick couple at 4 h: Ni2Si 667 nm, NiSi 157 nm
thick couple at 24 h: Ni2Si 1587 nm, NiSi 641 nm
late NiSi/Ni2Si ratio, formula: 0.5267
late NiSi/Ni2Si ratio, integrated: 0.5265
thin Ni film: 30 nm; Ni2Si made: 45.0 nm
time to use up thin Ni film: 74 s
then NiSi made: 65.5 nm in 793 s
transient cut of growth constant: 0.33 percent
homogeneity range / Ni content, Ni2Si: 0.99 percent
formation energies per Si, rough: -1.5, -0.9 eV
energy gain per NiSi from Ni2Si + Si: 0.15 eV
interface energy, rough: 0.2 J/m^2
critical nucleus radius: 0.40 nm
nucleation barrier: 0.83 eV = 17 kT
threshold rise for nucleus diameter: 1.20 nm
Ni potential drop in Ni2Si, NiSi present: 0.60 eV
Ni potential drop in Ni2Si, touching Si: 0.75 eV
ratio of these drops: 1.25
time to threshold if flux scales so: 30.3 min
stress 1 GPa times Ni volume: 0.069 eV
stress energy / potential drop: 11 percent
assumed excess activation energy of interfaces: 0.2 eV
critical thickness at 598 K: 245 nm
critical thickness, NiSi interfaces twice as fast: 140 nm
finished without a failed check
```
